Ill-conditioning of analytic continuation and the number of recoverable poles

A model self-energy branch has 24 poles between 5 and 200 eV. A second function has only 5 poles in the same range. On the whole imaginary axis their largest difference is 8.2×10⁻⁵ eV. At 0.2 eV above the real axis, for real parts between 5 and 200 eV, they differ by up to 28 eV, while the largest magnitude of the first function on that segment is 6.1 eV. If the imaginary-axis data are known only to within 10⁻⁴ eV, both functions can fit them: even data equal to the exact values of the first function do not exclude the second. The sections below relate the noise to the number of poles that the data can require.

**1. Setting**

Energies are measured from a chemical potential inside the gap of a finite system described in a finite orbital basis. A diagonal element of the one-shot GW (G₀W₀ with RPA screening) correlation self-energy is then a sum of poles with non-negative weights, at positive energies (particle-like branch) and at negative energies (hole-like branch). The positive branch is

f(iω) = Σ_j w_j/(iω − x_j),  w_j > 0,  0 < a ≤ x_j ≤ b,

with a finite number m of distinct x_j. Both a > 0 and b < ∞ matter below. In a molecular calculation m and b are set by the basis and grow with it.

For a general spectral function h(x), the map from spectrum to data is

(Kh)(ω) = ∫_a^b h(x)/(iω − x) dx.

Its singular values s₀ ≥ s₁ ≥ … are defined with the norms ∫|h|²dx and ∫|Kh|²dω over all real ω. A change of h by the nth normalized singular function changes the data by a norm s_n. Data noise of norm δ therefore permits an error δ/s_n in that component.

**2. The overlap of two kernels**

The squares s_n² are the eigenvalues of K†K, whose kernel is the integral over ω of

[1/(iω − x)]* · 1/(iω − y) = 1/[(x + iω)(y − iω)].

For x + y ≠ 0, partial fractions give

1/[(x + iω)(y − iω)] = [1/(x + iω) + 1/(y − iω)]/(x + y).

Over a symmetric interval the odd imaginary parts cancel, and ∫ x/(x² + ω²) dω = π sgn x. Hence

∫ dω/[(x + iω)(y − iω)] = π(sgn x + sgn y)/(x + y).

For x, y > 0 this is 2π/(x + y). For opposite signs it vanishes. (If y = −x the integrand is −1/(x + iω)², which also integrates to zero.) The two branches thus produce orthogonal data on the full axis, and one branch can be studied alone. Let H be the operator on [a,b] with kernel 1/(x + y) and eigenvalues λ₀ ≥ λ₁ ≥ …. Then

s_n² = 2πλ_n.

To find the overall scale, put x = eᵗ and h(x) = x^(−1/2) φ(t), which preserves the norm. The kernel becomes

√(xy)/(x + y) = 1/[2cosh((t − t′)/2)].

The norm of a convolution is at most the integral of its absolute kernel, here ∫dt/[2cosh(t/2)] = π. So λ₀ ≤ π and s₀ ≤ √2 π ≈ 4.443. For a = 5 eV and b = 200 eV the computed s₀ is 3.076.

**3. The simplest bound: one node**

Take r(x) = (x − p)/(x + p) with p > 0. Then

1 − r(x)r(y) = [(x + p)(y + p) − (x − p)(y − p)]/[(x + p)(y + p)]
= 2p(x + y)/[(x + p)(y + p)].

Division by x + y gives

1/(x + y) − r(x)r(y)/(x + y) = 2p/[(x + p)(y + p)].

The right side is a product of a function of x and a function of y, so H − rHr has rank one. For a positive compact operator, λ_n is the smallest norm distance to an operator of rank at most n. Therefore

λ₁ ≤ ‖rHr‖ ≤ (max r²) λ₀,

with the maximum over [a,b]. Since r increases with x, the best p makes r(b) = −r(a). This gives p = √(ab) and

max|r| = κ = (√b − √a)/(√b + √a),  s₁ ≤ κ s₀.

As b → a, κ → 0: all poles sit at one energy and one mode carries all the data. For b/a = 40, κ = 0.727, while the actual s₁/s₀ is 0.437.

**4. Many nodes**

Let r = r₁r₂…r_n, with factors r_j(x) = (x − p_j)/(x + p_j), and let R_j = r₁…r_j, R₀ = 1. The telescoping sum

H − rHr = Σ_{j=1}^{n} R_{j−1}(H − r_jHr_j)R_{j−1}

has n terms of rank one. The argument of section 3 now gives λ_n ≤ (max r²)λ₀, or

s_n ≤ max|r| s₀.

Putting all nodes at √(ab) yields s_n ≤ κⁿs₀, which already proves exponential ill-conditioning. Spreading the nodes gives a much better rate.

Let K(·) with a modulus as argument denote the complete elliptic integral of the first kind, and set

M = K(√(1 − a²/b²)),  N = K(a/b),  η = πN/M.

Write x = b dn u, with modulus √(1 − a²/b²). As u runs from 0 to M, x runs from b to a. The function dn is even, has periods 2M and 4iN, obeys dn(u + 2iN) = −dn u, and takes each value twice per period cell. Choose

p_j = b dn u_j,  u_j = (2j − 1)M/(2n),  j = 1, …, n.

The zeros of r, as a function of u, are at ±u_j plus periods. On the real line these are all odd multiples of M/(2n). The poles are the zeros shifted by 2iN.

Set v = πnu/M. The zeros lie at v = π/2 + πl + 4inηl′ with integers l, l′. The theta function θ₂(v) of nome q = e^(−4nη) has precisely these zeros, and θ₃(v) has them shifted by 2inη, where r has its poles. The ratio θ₂/θ₃ shares the periods of r, since v → v + 2πn and v → v + 4inη leave it unchanged. Hence r divided by θ₂/θ₃ is doubly periodic without poles, and so is a constant C.

The shift u → u + 2iN reverses x and turns r into 1/r. The same shift turns θ₂/θ₃ into θ₃/θ₂. Thus C² = 1. On the real line θ₂/θ₃ is a constant times the Jacobi function sn displaced by a quarter period, with its largest magnitude at v = 0:

max|r| = θ₂(0)/θ₃(0) = 2q^(1/4)(1 + q² + q⁶ + …)/(1 + 2q + 2q⁴ + …).

Term by term, q^(l(l+1)) ≤ 2q^(l²) for l ≥ 1, so the quotient of the two series is at most 1. With q^(1/4) = e^(−nη),

**s_n ≤ 2e^(−nη) s₀.**

For n = 1, dn(M/2) = √(a/b), so p₁ = √(ab) and section 3 is recovered; the computed maximum 0.72695 equals κ to the printed digits.

For b ≫ a, N → π/2 and M → ln(4b/a), so

η ≈ π²/[2 ln(4b/a)].

At b/a = 40 this gives 0.9723, against the full value 0.9724. The ratios from the singular value decomposition are:

n = 5: s_n/s₀ = 9.5×10⁻³, bound 1.5×10⁻²
n = 10: s_n/s₀ = 7.4×10⁻⁵, bound 1.2×10⁻⁴
n = 20: s_n/s₀ = 4.5×10⁻⁹, bound 7.2×10⁻⁹

The decay rate measured between n = 8 and 24 is 0.9718, within 0.1% of η. This supports the sharpness of the rate in this case; the proof above supplies only the upper bound.

If a component of norm F is to exceed noise of norm δ, then s_nF > δ, which requires n < ln(2s₀F/δ)/η. The number of usable linear modes grows at most logarithmically with the precision.

The limit b/a → ∞ marks where the law fails. There M → ∞ and η → 0. On the whole t line H is a convolution, which multiplies by a continuous Fourier transform that tends to zero. The inversion is still unstable, but there is no discrete exponential sequence. For data on the whole imaginary axis, as at zero temperature, a gap and a finite upper energy are therefore conditions of the result. Fermionic Matsubara data at finite temperature omit the frequencies near zero; that case is not treated here, and there the decay can stay exponential without a gap.

**5. From modes to poles**

A pole has an adjustable position as well as a weight, so counting linear modes is not yet counting poles. Let b_i = √w_i and define

P_ij = b_i b_j/(x_i + x_j),

with eigenvalues σ₀ ≥ σ₁ ≥ …, which carry the unit of f. The factorization of sections 3 and 4 applies to P, with r now the diagonal matrix of values r(x_i). Thus

σ_n ≤ (max r²)σ₀ ≤ 4e^(−2nη)σ₀.

The claim is that the best approximation of f by a function g with n < m poles obeys

**σ_n ≤ inf_g sup_ω |f(iω) − g(iω)| ≤ 2Σ_{k≥n}σ_k.**

A single pole tests the factors at n = 0: σ₀ = w/(2x), and with g = 0 the error is |f(0)| = w/x = 2σ₀, which equals the upper bound.

**6. Why fewer poles cannot do better than σ_n**

Let g have n simple poles y_l with Re y_l > 0. It may also contain a bounded part analytic for Re z ≥ 0. For a complex vector c define

φ_c(z) = Σ_i c_i b_i/(z + x_i).

The overlap integral of section 2 gives

(1/2π)∫|φ_c(iω)|²dω = c†Pc,

which is positive for c ≠ 0. Next consider

J[g] = (1/2π)∫ g(iω)φ_c(iω)φ_{c*}(iω)dω.

With z = iω, dω = dz/i. The product φ_cφ_{c*} falls as 1/z², so the contour can be closed clockwise in the right half-plane, giving minus the sum of residues. Since b_jφ_c(x_j) = (Pc)_j, and b_jφ_{c*}(x_j) is its complex conjugate,

J[f] = −Σ_j w_jφ_c(x_j)φ_{c*}(x_j) = −c†P²c.

Now choose c ≠ 0 in the span of the first n + 1 eigenvectors of P such that φ_c(y_l) = 0 for all l. These are n linear equations for n + 1 unknowns, so a solution exists. Then J[g] = 0. Because φ_{c*}(iω) = [φ_c(−iω)]*, both factors have the same norm, and the Cauchy–Schwarz inequality gives

σ_n c†Pc ≤ c†P²c = |J[f − g]| ≤ sup|f − g| c†Pc.

Division by c†Pc proves the lower bound. The hole-like branch is analytic for Re z ≥ 0 and drops out of J, so its presence does not weaken the bound.

**7. An explicit function with n poles**

Let X be the diagonal matrix of the x_i. The definition of P is equivalent to XP + PX = bbᵀ, and f(z) = bᵀ(z − X)⁻¹b. Rotate to the eigenbasis of P, so that P is diagonal and X is a full symmetric matrix. Define f_n by keeping the first n components of X and b. The eigenvalues of the reduced X remain in [a,b], and the weights are squares. The substitute is therefore a physically admissible spectrum.

Compare f_{n+1} with f_n. Split the kept matrix and vector as

X_{n+1} = [A, h; hᵀ, d],  b_{n+1} = (B, β),

with D = diag(σ₀, …, σ_{n−1}) and σ = σ_n. The blocks of XP + PX = bbᵀ are

AD + DA = BBᵀ,  (D + σ)h = βB,  2σd = β².

Let v = (A − iω)⁻¹h. Block inversion of X_{n+1} − iω gives

f_{n+1} − f_n = −C²/S,  C = β − Bᵀv,  S = d − iω − hᵀv.

(This C is unrelated to the constant in section 4.) Since h is real and h = (A − iω)v, hᵀv = v†(A + iω)v. Its real part is v†Av, so

Re S = β²/(2σ) − v†Av.

For the numerator,

|C|² = β² − 2Re(βBᵀv) + |Bᵀv|².

The first block equation gives |Bᵀv|² = v†(AD + DA)v = 2Re(v†DAv). The second gives

βv†B = v†(D + σ)(A − iω)v,

whose real part is Re(v†DAv) + σv†Av, because the term with iω is purely imaginary. The terms with D cancel:

|C|² = β² − 2σv†Av = 2σ Re S.

Therefore

|f_{n+1} − f_n| = 2σ_n Re S/|S| ≤ 2σ_n.

Summing over all removed directions proves the upper bound. At ω = 0 every S is real and positive and every difference has the same sign, so the bound is attained there. For n = 0 this says |f(0)| = 2 tr P; both sides are 1.32092 eV in the example.

For n = 2 the bounds are 0.0096 and 0.0229 eV. A numerical search over two-pole functions with positive weights reached 0.0159 eV, between them; the search is local, so the best two-pole error may be lower.

**8. Noise and the number of poles**

Let the data deviate from f by at most ε at every ω. A function g is admissible if it also lies within ε of the data. Some data set admits both f and g if and only if sup|f − g| ≤ 2ε: the triangle inequality gives one direction, and the midpoint (f + g)/2 is such a data set for the other. Hence:

• If σ_n > 2ε, no function with n poles is admissible.
• If Σ_{k≥n}σ_k ≤ ε, an n-pole function is admissible for some data.

For n ≥ 1, summing the geometric bound on σ_k gives a sufficient condition for the second case:

**n ≥ ln{4σ₀/[ε(1 − e^(−2η))]}/(2η).**

The number of true poles does not appear. Since σ₀ ≤ tr P = |f(0)|/2, one may replace 4σ₀ by 2|f(0)|; the count then depends on the noise relative to |f(0)| and on b/a. Each further decimal digit adds ln10/(2η) poles to this estimate, half the corresponding number of linear modes, in accord with two real parameters per pole.

The example has 24 geometrically spaced poles from 5 to 200 eV, each of weight 1 eV². These are model parameters. With σ₀ = 0.588 eV, ε = 10⁻⁴ eV and 2η = 1.945,

n ≥ ln[4 × 0.588/(10⁻⁴ × 0.857)]/1.945 ≈ 10.22/1.945 ≈ 5.3,

so six poles suffice by the formula. The computed σ_k sharpen this: σ₄ = 2.3×10⁻⁴ eV exceeds 2ε, so at least five poles are required, and five are also enough. For other noise levels:

ε = 10⁻² eV: 2 required, 3 enough
ε = 10⁻³ eV: 3 required, 4 enough
ε = 10⁻⁶ eV: 7 required, 7 enough
ε = 10⁻⁸ eV: 9 required, 10 enough

The second number is the count that the construction of section 7 makes admissible for some data, not for all: at ε = 10⁻⁶ eV the seven-pole substitute differs from f by 1.8×10⁻⁶ eV and does not fit exact data. The true minimum can be smaller: at ε = 10⁻² eV the two-pole fit of section 7, with error 0.0159 eV < 2ε, is already admissible for some data. Over the noise range of the table the growth is about 1.2 poles per digit; it slows as the count approaches the 24 true poles. A wider energy range lowers η and raises the slope ln10/(2η) of the estimate, from 0.86 at b/a = 10 to 2.5 at b/a = 10⁴; the growth for a given spectrum also depends on its weights.

The five-pole substitute has poles at 5.6, 10.7, 25.3, 65.2 and 158 eV, with weights between 2.9 and 6.0 eV². Near the real axis each pole stands out: at a distance of 0.2 eV the pole at 25.3 eV, of weight 5.7 eV², contributes about 29 eV, whereas an original pole contributes 5 eV. The discrepancy of the opening paragraph occurs at this pole. It concerns the region of the poles: at real energies inside the gap the two functions differ by 8.2×10⁻⁵ eV at 0, about 2×10⁻³ eV at 2 eV and about 0.1 eV at 4 eV.

That a number of poles is required by the data does not promise accurate positions. Imposing positive weights and the range [a,b] does not remove the ambiguity, because the substitute satisfies both. Knowing the 24 true positions does not remove it either, since the weights still pass through an ill-conditioned linear map like that of section 4. Sampling fewer frequencies leaves every substitute admissible, but may lower the number of poles required. Off-diagonal self-energy elements can have weights of either sign; the singular-value bound still holds for them, but the pole bounds of sections 5 to 7 do not carry over as proved. The numerical check checks the bounds and identities numerically.

Numbers as computed

```
a = 5.0 eV, b = 200.0 eV, b/a = 40.0
eta = 0.97237, large-ratio form = 0.97234
measured decay rate of s_n, n = 8 to 24: 0.97177
s_0 = 3.07597, limit sqrt(2)*pi = 4.44288
one-node factor kappa = 0.72695
n, s_n/s_0, bound 2exp(-n eta), kappa^n (dimensionless)
   1 4.366e-01 7.564e-01 7.269e-01
   2 1.709e-01 2.860e-01 5.285e-01
   5 9.500e-03 1.547e-02 2.030e-01
  10 7.429e-05 1.197e-04 4.121e-02
  15 5.769e-07 9.260e-07 8.366e-03
  20 4.472e-09 7.163e-09 1.698e-03
n, max|r| with elliptic nodes (dimensionless)
  1 7.2695e-01
  3 1.0818e-01
  6 5.8514e-03
true poles: 24, weight of each: 1.0 eV^2
|f(0)| = 1.32092 eV, 2 tr P = 1.32092 eV
k, sigma_k in eV
  0 5.8787e-01
  1 6.1158e-02
  2 9.6331e-03
  3 1.5223e-03
  4 2.3350e-04
  5 3.5130e-05
  6 5.2065e-06
  8 1.0932e-07
two-pole fit: sigma_2 = 9.6331e-03 eV
  optimized sup error = 1.5942e-02 eV
  upper bound = 2.2860e-02 eV
noise in eV, poles forced, poles enough, formula
  1e-02  2  3  3
  1e-03  3  4  5
  1e-04  5  5  6
  1e-06  7  7  8
  1e-08  9 10 10
poles per decimal digit = 1.1840
substitute for noise 1e-04 eV: 5 poles
  position in eV, weight in eV^2
     5.5881   2.8644
    10.6542   4.9139
    25.2826   5.7370
    65.2087   5.9720
   157.9613   4.5073
max difference, imaginary axis = 8.245e-05 eV
max difference, 0.2 eV above real axis = 27.831 eV
max |f| on that line = 6.114 eV
b/a, eta, poles per decimal digit
     10 1.3387 0.860
    100 0.8236 1.398
   1000 0.5950 1.935
  10000 0.4657 2.472
```
